\section*{Andersen's function ω(D) and the boundary amplitude of u + ωu̇}

\section{Two functions and one condition}

\textbf{Q.} Inside an atomic sphere you want a radial function with a logarithmic derivative chosen by me. The Schr\"odinger equation already gives one at a suitable energy. Why build a substitute?

\textbf{A.} Because finding that energy means solving the radial equation again for each value you choose. I want to solve it at a single reference energy $E_\nu$ and reach neighbouring boundary conditions by algebra. The price is an approximate energy dependence, whose error can be derived.

Take a real, spherical, energy-independent potential $V(r)$ in a sphere of radius $S$, and fix the angular momentum $l$. I use Rydberg atomic units, $\hbar^2/2m=1$, with lengths in bohr and energies in Ry. The radial Hamiltonian is
\begin{equation}
h f=-\frac{1}{r^2}\left(r^2f'\right)'+\left[\frac{l(l+1)}{r^2}+V(r)\right]f .
\end{equation}
Let $u(r,E)$ be its real solution regular at the origin, normalized at every energy:
\begin{equation}
(h-E)u=0,\qquad \langle u|u\rangle=\int_0^S u^2r^2\,dr=1 .
\label{eq:u}
\end{equation}
A dot means $\partial/\partial E$ and a prime $\partial/\partial r$. Without an energy argument, $u$ and $\dot u$ are taken at $E_\nu$. The trial function is
\begin{equation}
\Phi(r)=u(r)+\omega\,\dot u(r).
\end{equation}

\textbf{Q.} Why should $\dot u$ be the right second function?

\textbf{A.} To first order, $u(r,E_\nu+\varepsilon)=u+\varepsilon\dot u$, so it is the direction in which the solution moves when the energy changes. Differentiating both parts of \eqref{eq:u} gives its two properties:
\begin{equation}
(h-E_\nu)\dot u=u,\qquad \langle u|\dot u\rangle=0 .
\label{eq:udot}
\end{equation}
The first follows from $(h-E)\dot u-u=0$, the second from $2\langle u|\dot u\rangle=0$. Hence $\langle u|\Phi\rangle=1$. The norm of $\Phi$ is not one:
\begin{equation}
\langle\Phi|\Phi\rangle=1+p\,\omega^2,\qquad p=\langle\dot u|\dot u\rangle .
\label{eq:norm}
\end{equation}

\textbf{Q.} Then impose my boundary condition. What is $\omega$?

\textbf{A.} For any function $f$ with $f(S)\neq0$, define $D_f=Sf'(S)/f(S)$, which is dimensionless. You prescribe $D$ for $\Phi$, so $S\Phi'(S)=D\Phi(S)$. From here on, $u,\dot u,u',\dot u'$ in boundary formulas mean values at $S$. Then
\begin{align}
S(u'+\omega\dot u')&=D(u+\omega\dot u),\\
\omega\,(S\dot u'-D\dot u)&=-(Su'-Du),\\
\omega&=-\frac{Su'-Du}{S\dot u'-D\dot u}.
\label{eq:free}
\end{align}
If neither $u$ nor $\dot u$ vanishes at $S$, write $Su'=uD_u$ and $S\dot u'=\dot uD_{\dot u}$. The numerator becomes $-u(D-D_u)$ and the denominator $-\dot u(D-D_{\dot u})$. Their minus signs cancel, and the one in front remains:
\begin{equation}
\boxed{\;\omega(D)=-\frac{u}{\dot u}\,\frac{D-D_u}{D-D_{\dot u}}\;}
\label{eq:omega}
\end{equation}
This is Andersen's function. It vanishes at $D=D_u$, where $u$ alone already meets the condition.

\section{The value at the boundary}

\textbf{Q.} A logarithmic derivative fixes only a ratio. If I join $\Phi$ to a function outside the sphere, I also need its value.

\textbf{A.} Insert \eqref{eq:omega} into $\Phi(S)=u+\omega\dot u$. The factor $\dot u$ cancels:
\begin{align}
\Phi(D,S)&=u\left[1-\frac{D-D_u}{D-D_{\dot u}}\right]
=u\,\frac{(D-D_{\dot u})-(D-D_u)}{D-D_{\dot u}}\nonumber\\
&=u\,\frac{D_u-D_{\dot u}}{D-D_{\dot u}} .
\label{eq:amp1}
\end{align}
If the outer function has the same $D$ and value $g(S)$, multiplying $\Phi$ by $g(S)/\Phi(D,S)$ matches both value and slope.

\textbf{Q.} If $D_u=D_{\dot u}$, this amplitude is zero for every $D$. What prevents that?

\textbf{A.} The normalization of $u$ does, through Green's identity. For two real regular functions $f$ and $g$, the potential and centrifugal terms cancel in the difference
\begin{align}
\langle f|hg\rangle-\langle g|hf\rangle
&=-\int_0^S\left[f(r^2g')'-g(r^2f')'\right]dr\nonumber\\
&=-\left[r^2(fg'-gf')\right]_0^S
=S^2(f'g-fg')_S .
\label{eq:green}
\end{align}
The second line holds because the bracket in the integral is the derivative of $r^2(fg'-gf')$; the terms $r^2f'g'$ cancel. Regularity removes the contribution at the origin.

Set $f=u$ and $g=\dot u$. Subtracting $E_\nu$ from $h$ does not alter the difference on the left, which by \eqref{eq:udot} equals $\langle u|u\rangle-0=1$. Therefore
\begin{equation}
S^2(u'\dot u-u\dot u')=1,
\qquad S\,u\,\dot u\,(D_u-D_{\dot u})=1 .
\label{eq:wronskian}
\end{equation}
The two logarithmic derivatives cannot coincide. Replacing $u(D_u-D_{\dot u})$ in \eqref{eq:amp1} by $1/(S\dot u)$ gives
\begin{equation}
\boxed{\;\Phi(D,S)=\frac{1}{S\,\dot u(S)\,(D-D_{\dot u})}\;}
\label{eq:amp2}
\end{equation}

\textbf{Q.} The dimensions look wrong. Where has the energy unit gone?

\textbf{A.} It is hidden by $\hbar^2/2m=1$, which makes an energy an inverse length squared. The right side then has dimension length$^{-3/2}$, as does $u$. In hartree units the kinetic operator carries a factor $1/2$, so \eqref{eq:green} does too. The right sides of \eqref{eq:wronskian} become 2, and so does the numerator of \eqref{eq:amp2}. Equations \eqref{eq:omega} and \eqref{eq:amp1} keep their form.

\section{A case to check by hand}

\textbf{Q.} I would like to see the signs survive an actual calculation.

\textbf{A.} Take a model sphere with $V=-2/r$, $l=0$, $S=3$ bohr and $E_\nu=-1$ Ry. Then $u\propto e^{-r}$, because
\begin{equation}
-u''-\frac{2}{r}u'-\frac{2}{r}u=-u+\frac{2}{r}u-\frac{2}{r}u=-u .
\end{equation}
Thus $u'=-u$ and $D_u=-S=-3$. The computed boundary data are
\begin{align}
u&=0.102811,& u'&=-0.102811,\nonumber\\
\dot u&=-0.646268,& \dot u'&=-0.434467,
\end{align}
in the corresponding powers of bohr and Ry. They give $D_{\dot u}=2.016813$. First check \eqref{eq:wronskian}:
\begin{equation}
9\,(0.066443+0.044668)=1.0000 .
\end{equation}
Now ask for zero slope at the boundary, $D=0$:
\begin{align}
\omega(0)&=-\frac{0.102811}{-0.646268}\;\frac{0+3}{0-2.016813}\nonumber\\
&=0.159083\times(-1.487495)=-0.23664\ \text{Ry},\\
\Phi(0,S)&=\frac{1}{3(-0.646268)(-2.016813)}
=0.25574\ \text{bohr}^{-3/2}.
\end{align}
In electronvolts, $\omega(0)=-3.220$ eV. Direct addition gives the same amplitude: $0.102811+(-0.236636)(-0.646268)=0.25574$.

\textbf{Q.} That addition uses the same $\dot u$. Its agreement with \eqref{eq:amp2} tests only \eqref{eq:wronskian}, and an error that leaves \eqref{eq:wronskian} intact, such as an admixture of $u$ in $\dot u$, would pass unnoticed.

\textbf{A.} There is a route without it. By \eqref{eq:udot}, $\Phi$ obeys
\begin{equation}
(h-E_\nu)\Phi=\omega u,\qquad \langle u|\Phi\rangle=1,\qquad S\Phi'(S)=D\Phi(S).
\label{eq:source}
\end{equation}
The numerical check solves this boundary-value problem in a polynomial basis, with $\omega$ as an unknown. At $D=0$ it finds $\omega=-0.236636$ Ry and $\Phi(S)=0.255741$ bohr$^{-3/2}$, in agreement with the formulas to the printed digits. The same test is made for $l=1$ and $l=2$ at other energies.

\section{Zeros, nodes and the pole}

\textbf{Q.} Equation \eqref{eq:omega} cannot be evaluated when $u(S)$ or $\dot u(S)$ vanishes, nor \eqref{eq:amp2} when $\dot u(S)$ does. Does the construction fail as well?

\textbf{A.} No. Equation \eqref{eq:free} was obtained before dividing by either value. The amplitude follows from it and \eqref{eq:wronskian}:
\begin{align}
u+\omega\dot u
&=\frac{u(S\dot u'-D\dot u)-\dot u(Su'-Du)}{S\dot u'-D\dot u}\nonumber\\
&=\frac{S(u\dot u'-\dot uu')}{S\dot u'-D\dot u}
=\frac{1}{S(D\dot u-S\dot u')} .
\label{eq:ampfree}
\end{align}
In the last step $u\dot u'-\dot uu'=-1/S^2$, and the minus sign reverses the denominator. Equation \eqref{eq:wronskian} also forbids $u$ and $\dot u$ from vanishing together at $S$.

If $\dot u(S)=0$, then $\dot u'=-1/(S^2u)$, and \eqref{eq:free} becomes
\begin{equation}
\omega=S\,u\,(Su'-Du)=-S\,u^2(D-D_u).
\end{equation}
The amplitude is then $u(S)$ for every finite $D$, since adding $\dot u$ changes the slope at $S$ but not the value. In the model one such energy is $E_\nu=0.1177$ Ry; others lie higher. The program tests the quotient-free formulas there and at an energy where $u(S)=0$.

\textbf{Q.} And if I want a node at the boundary?

\textbf{A.} Let $|D|\to\infty$. For $\dot u(S)\neq0$, \eqref{eq:omega} tends to $\omega=-u/\dot u$ and \eqref{eq:amp2} to zero. The slope stays finite:
\begin{equation}
S\Phi'(S)=D\,\Phi(D,S)=\frac{D}{S\dot u(D-D_{\dot u})}\longrightarrow\frac{1}{S\dot u}.
\end{equation}
A joined outer function must then also have a node, and the slopes set the scale, since the values are both zero.

\textbf{Q.} What about $D=D_{\dot u}$?

\textbf{A.} No finite $\omega$ serves there. The function with that logarithmic derivative is $\dot u$ itself, and the requirement $\langle u|\Phi\rangle=1$ cannot be met. Near this value $\omega$ and $\Phi(D,S)$ both diverge, while $\Phi/\omega$ tends to $\dot u$.

\textbf{Q.} Does $\omega$ at least vary monotonically between such points?

\textbf{A.} On each side of the pole it does. Differentiate \eqref{eq:omega}, then use \eqref{eq:wronskian} and \eqref{eq:amp2}:
\begin{align}
\frac{d\omega}{dD}
&=-\frac{u}{\dot u}\,\frac{(D-D_{\dot u})-(D-D_u)}{(D-D_{\dot u})^2}
=-\frac{u}{\dot u}\,\frac{D_u-D_{\dot u}}{(D-D_{\dot u})^2}\nonumber\\
&=-\frac{1}{S\dot u^2(D-D_{\dot u})^2}
=-S\,\Phi(D,S)^2 .
\label{eq:slope}
\end{align}
So $\omega$ responds strongly to the boundary condition when the amplitude at the boundary is large. The logarithmic derivative of the true solution changes with energy as
\begin{equation}
\frac{dD_u}{dE}=S\,\frac{\dot u'u-u'\dot u}{u^2}=-\frac{1}{S\,u^2}.
\label{eq:ddu}
\end{equation}
At $D=D_u$, where $\Phi(S)=u(S)$, the slope \eqref{eq:slope} is the reciprocal of \eqref{eq:ddu}. There $\omega$ changes with $D$ at the same rate as the true energy. In the example $dD_u/dE=-31.54$ Ry$^{-1}$, confirmed by finite differences.

\section{What $\omega$ says about the energy}

\textbf{Q.} Equal slopes at one point do not make $\omega$ an energy. What is it elsewhere?

\textbf{A.} It is an unnormalized expectation value inside the sphere. From \eqref{eq:source},
\begin{equation}
\langle\Phi|h-E_\nu|\Phi\rangle=\omega\langle\Phi|u\rangle=\omega .
\end{equation}
Dividing by the norm \eqref{eq:norm} gives the Rayleigh quotient
\begin{equation}
E_R(D)=E_\nu+\frac{\omega}{1+p\,\omega^2}.
\label{eq:rayleigh}
\end{equation}

\textbf{Q.} How far are $E_\nu+\omega$ and $E_R$ from the exact energy?

\textbf{A.} Let $\psi=u(r,E_\nu+\varepsilon)$ be the exact solution with the same $D$, on the branch where $\varepsilon\to0$ as $D\to D_u$. The boundary term in \eqref{eq:green} vanishes for $\psi$ and $\Phi$, because $S(\psi'\Phi-\psi\Phi')=D\psi\Phi-D\psi\Phi=0$ at $S$. So $h-E_\nu$ may act on either function:
\begin{equation}
\omega\langle\psi|u\rangle=\varepsilon\langle\psi|\Phi\rangle
=\varepsilon\left(\langle\psi|u\rangle+\omega\langle\psi|\dot u\rangle\right).
\end{equation}
With $q=\langle\psi|\dot u\rangle/\langle\psi|u\rangle$, this reads $\omega=\varepsilon+\varepsilon\omega q$, or
\begin{equation}
\omega=\frac{\varepsilon}{1-\varepsilon q}.
\label{eq:exactomega}
\end{equation}
To expand $q$, use $\psi=u+\varepsilon\dot u+\tfrac12\varepsilon^2\ddot u+O(\varepsilon^3)$. Differentiating $\langle u|\dot u\rangle=0$ gives $\langle u|\ddot u\rangle=-p$. Differentiating $p$ gives $\dot p=2\langle\dot u|\ddot u\rangle$. Hence
\begin{align}
\langle\psi|u\rangle&=1-\tfrac12p\,\varepsilon^2+O(\varepsilon^3),\\
\langle\psi|\dot u\rangle&=p\,\varepsilon+\tfrac14\dot p\,\varepsilon^2+O(\varepsilon^3),\\
q&=p\,\varepsilon+\tfrac14\dot p\,\varepsilon^2+O(\varepsilon^3).
\end{align}
In \eqref{eq:exactomega}, $1/(1-\varepsilon q)=1+\varepsilon q+O(\varepsilon^4)$, so
\begin{equation}
\omega=\varepsilon+p\,\varepsilon^3+\tfrac14\dot p\,\varepsilon^4+O(\varepsilon^5).
\label{eq:third}
\end{equation}
The quotient removes the cubic term, since $\omega/(1+p\omega^2)=\omega-p\omega^3+O(\omega^5)$ and $\omega^3=\varepsilon^3+O(\varepsilon^5)$:
\begin{equation}
E_R-E_\nu=\varepsilon+\tfrac14\dot p\,\varepsilon^4+O(\varepsilon^5).
\end{equation}

\textbf{Q.} Those are small-$\varepsilon$ statements. Show me where they stop being useful.

\textbf{A.} For the model sphere, with energies in Ry:
\begin{center}
\begin{tabular}{rrrr}
$D$ & $E_\nu+\omega$ & $E_R$ & exact\\
$-10$ & $-0.9073$ & $-0.9087$ & $-0.9088$\\
$-2$ & $-1.0396$ & $-1.0395$ & $-1.0395$\\
$-1$ & $-1.1055$ & $-1.1034$ & $-1.1035$\\
$0$ & $-1.2366$ & $-1.2152$ & $-1.2184$\\
$5$ & $-0.5734$ & $-0.6776$ & $-0.6704$
\end{tabular}
\end{center}
At $D=0$, $E_\nu+\omega$ is 0.018 Ry below the exact energy and $E_R$ is 0.003 Ry above it. For a node at $S$, $\omega=0.1591$ Ry and $E_R=-0.8478$ Ry, against the exact $-0.8479$ Ry.

\textbf{Q.} At $D=5$ the Rayleigh quotient lies below the exact energy. Has the variational principle failed?

\textbf{A.} No. With $D$ fixed, $h$ is Hermitian, and the quotient cannot lie below the lowest eigenvalue for that $D$. For the first four rows the exact energy listed is that lowest eigenvalue. At $D=5$, beyond the pole at $D_{\dot u}$, the listed energy is the second eigenvalue. It is joined to $E_\nu$ through $|D|=\infty$. By \eqref{eq:ddu}, raising the energy from $E_\nu$ drives the logarithmic derivative down to $-\infty$ at the node, after which it returns from $+\infty$ and falls to 5. Along the same path $\omega$ rises without a break from 0 through 0.1591 to 0.4266 Ry. Going from $D_u$ to 5 through finite values would follow the lowest eigenvalue but cross the pole of $\omega$. A single trial function not kept orthogonal to the lowest state has no such bound there.

\textbf{Q.} Could a large $\omega$ take me to a distant energy?

\textbf{A.} Not through \eqref{eq:rayleigh}. The derivative of $\omega/(1+p\omega^2)$ is proportional to $1-p\omega^2$, so the largest shift occurs at $|\omega|=1/\sqrt p$ and equals $1/(2\sqrt p)$. Here $p=1.775$ Ry$^{-2}$, which limits the shift to 0.375 Ry in either direction. As $D$ approaches $D_{\dot u}$, $E_R$ returns to $E_\nu$, in keeping with $\langle\dot u|h-E_\nu|\dot u\rangle=\langle\dot u|u\rangle=0$. A boundary condition near the pole calls for another $E_\nu$.

\textbf{Q.} Is the boundary amplitude as accurate as the energy?

\textbf{A.} No. The function is correct through first order in $\varepsilon$, so its error generally begins at second order. To compare amplitudes, both functions must have unit norm, so divide $\Phi(D,S)$ by $\sqrt{1+p\omega^2}$. At $D=-2$ this gives 0.1282 bohr$^{-3/2}$ against the exact 0.1279, an excess of 0.3\% of the exact value. At $D=0$ it gives 0.2439 against 0.2281, an excess of 7\%. At $D=5$ the magnitudes are 0.150 and 0.119, an excess of 27\%. Equation \eqref{eq:amp2} is exact for the function $u+\omega\dot u$; these differences arise because that function is not the solution of the radial equation with the same $D$. They compare the two at $r=S$ only: for a node at $S$ both amplitudes vanish, although the functions differ inside the sphere.

\section*{Computed values}
\begin{verbatim}
Z = 1, l = 0, S = 3.0 bohr, E_nu = -1.0 Ry
u(S)     = 0.102811 bohr^-3/2
u'(S)    = -0.102811 bohr^-5/2
udot(S)  = -0.646268 bohr^-3/2 Ry^-1
udot'(S) = -0.434467 bohr^-5/2 Ry^-1
D_u = -3.000000, D_udot = 2.016813 (dimensionless)
S^2(u' udot - u udot') = 1.00000000 (Rydberg units)
dD_u/dE, finite difference = -31.5357 Ry^-1
-1/(S u^2), Rydberg units  = -31.5357 Ry^-1
p = 1.775283 Ry^-2, dp/dE = 3.22307 Ry^-3
omega(D) [Ry] and Phi(S) [bohr^-3/2]: formula | direct solution
D= -10.0: 0.092669 0.042922 | 0.092669 0.042922
D=  -5.0: 0.045344 0.073507 | 0.045344 0.073507
D=  -2.0: -0.039604 0.128406 | -0.039604 0.128406
D=  -1.0: -0.105465 0.170969 | -0.105465 0.170969
D=   0.0: -0.236636 0.255741 | -0.236636 0.255741
D=   5.0: 0.426613 -0.172896 | 0.426613 -0.172896
Energies [Ry]: E_nu+omega, Rayleigh quotient, exact
D= -10.0: -0.907331 -0.908723 -0.908760
D=  -5.0: -0.954656 -0.954821 -0.954824
D=  -2.0: -1.039604 -1.039494 -1.039497
D=  -1.0: -1.105465 -1.103422 -1.103547
D=   0.0: -1.236636 -1.215239 -1.218393
D=   5.0: -0.573387 -0.677565 -0.670385
|Amplitude| at S for unit norm [bohr^-3/2]: Phi, exact state
D= -10.0: 0.042598 0.041924
D=  -5.0: 0.073373 0.073097
D=  -2.0: 0.128227 0.127886
D=  -1.0: 0.169306 0.166421
D=   0.0: 0.243905 0.228147
D=   5.0: 0.150310 0.118602
Infinite D: omega = 0.159083 Ry
  Rayleigh = -0.847757 Ry, exact = -0.847935 Ry
omega(D=0) = -0.236636 Ry = -3.2196 eV
udot(S) vanishes at E = 0.117690 Ry
eps [Ry]: omega-eps [Ry], Rayleigh shift-eps [Ry]
0.04: 1.1606e-04 1.7748e-06
0.02: 1.4343e-05 1.2003e-07
0.01: 1.7837e-06 7.7810e-09
Cubic coefficient of omega = 1.77537 Ry^-2 (p above)
Quartic coefficient, omega    = 0.80584 Ry^-3
Quartic coefficient, Rayleigh = 0.80574 Ry^-3
(dp/dE)/4                     = 0.80577 Ry^-3
\end{verbatim}
